Resistance variance of metal lines with exponentially correlated width

Take a set of nominally equal metal lines with the model parameters of section 7: they are 20 nm wide on average, the width wanders by 1 nm rms with a correlation length of 100 nm, and the resistivity rises as the width falls. If each line is 1000 nm long, the calculated resistances in the set scatter by 3.18 percent rms. If each is 10000 nm long, they scatter by 1.06 percent. A tenfold length has reduced the scatter by a factor of 3.0, slightly less than √10 ≈ 3.16. At the short end, going from 25 nm to 100 nm reduces it from 7.20 to only 6.43 percent, although the length has grown fourfold. One function of length divided by correlation length accounts for all these numbers.

**1. Result and symbols**

A line of length L and constant height h runs along x. Its local width is

w(x) = w0 [1 + ε(x)],

where w0 is the mean width and ε is the relative fluctuation. Angle brackets denote an average over many nominally equal lines. The fluctuation is stationary, with

⟨ε(x)⟩ = 0,
⟨ε(x) ε(x′)⟩ = s² exp(−|x − x′|/ξ).

Thus s is the rms width fluctuation divided by w0, and ξ is the correlation length. Let r(w) be the resistance per unit length of a piece of width w, and define its sensitivity to width by

p = −d ln r / d ln w, taken at w = w0.

To leading order in s, the relative resistance variance is

Var R/⟨R⟩² = p² s² F(a), a = L/ξ,
F(a) = 2 (a − 1 + e^(−a))/a².   (1)

For L ≫ ξ it becomes

Var R/⟨R⟩² → 2 p² s² ξ/L.   (2)

The variance then falls as 1/L and the relative standard deviation as 1/√L. For a resistivity that does not depend on width, p = 1. Lengths below are in nanometres and resistances in ohms, the natural units here.

If roughness is specified per edge, it must first be converted to width. Let each edge have rms displacement σ, and let κ be the correlation coefficient between the two displacements at the same x, both counted positive in the same direction. The width is the difference of the edge positions, so

w0² s² = σ² + σ² − 2κσ² = 2σ²(1 − κ).

Edges that move together (κ = 1) leave the width unchanged, although the winding path still raises the mean resistance at second order in σ; independent edges (κ = 0) give a width fluctuation of √2 σ.

**2. From width to resistance**

The same current I passes through every cross-section. If the width varies slowly along x, the current spreads evenly over each cross-section, and a slice of thickness dx has the voltage drop I r(w(x)) dx. Adding the drops and dividing by I gives

R = ∫₀ᴸ r(w(x)) dx.   (3)

This series addition is the main physical assumption. It leaves out current crowding at abrupt steps and around roughness on the scale of the width or shorter, and it requires the resistivity to be a function of the local width.

The exponential correlation needs some care in this respect. The mean square difference of ε at two points a distance u apart is

⟨[ε(x+u) − ε(x)]²⟩ = 2s² (1 − e^(−u/ξ)) ≈ 2s² u/ξ for u ≪ ξ.

Dividing by u² gives a mean square slope 2s²/(ξu), which grows without limit as u → 0. A real edge must therefore be smoother than this model at the shortest distances. On the scale of the width itself the slopes in the example are gentle: with ξ = 100 nm and u = 20 nm, the rms change in width is 1 nm × √[2(1 − e^(−0.2))] ≈ 0.6 nm over 20 nm of length.

Now expand r about the mean width. With r0 = r(w0),

r(w0(1+ε)) = r0 [1 − pε + qε² + …],
q = w0² r″(w0)/(2r0).   (4)

The linear coefficient is w0 r′(w0)/r0, which equals −p by definition. The minus sign says that a wider piece has a lower resistance. Inserting the linear part into (3), with R0 = L r0, gives

(R − R0)/R0 = −(p/L) ∫₀ᴸ ε(x) dx = −p ε̄.   (5)

Here ε̄ is the fluctuation averaged along one line. To this order, a wide piece can compensate for an equally narrow piece elsewhere on the same line. The resistance scatter is therefore the scatter of the line-averaged width, multiplied by p.

**3. The variance integral**

Since ⟨ε̄⟩ = 0, squaring (5) and averaging gives

Var R/R0² = p² ⟨ε̄²⟩
= (p² s²/L²) ∫₀ᴸ dx ∫₀ᴸ dx′ exp(−|x − x′|/ξ).   (6)

The minus sign of (5) has disappeared in the square. The denominator in (1) is ⟨R⟩² rather than R0². By (4), ⟨R⟩ = R0(1 + qs² + …), so the exchange changes the result by a relative amount of order s², which is beyond the order kept here.

The integrand depends only on the separation. The square of integration consists of two equal halves, x′ > x and x′ < x. In the first half put u = x′ − x. For a given u, the point x can lie anywhere between 0 and L − u, a range of length L − u. Hence

∫₀ᴸ dx ∫₀ᴸ dx′ exp(−|x − x′|/ξ) = 2J,
J = ∫₀ᴸ (L − u) e^(−u/ξ) du.   (7)

Integrate by parts. The factor L − u has derivative −1, and e^(−u/ξ) has antiderivative −ξe^(−u/ξ), so

J = [−ξ(L − u)e^(−u/ξ)]₀ᴸ − ξ ∫₀ᴸ e^(−u/ξ) du.

The boundary term vanishes at u = L and contributes +ξL from the lower end. The remaining integral is ξ(1 − e^(−L/ξ)). Therefore

J = ξL − ξ² (1 − e^(−L/ξ)).

Multiplying by 2/L² and writing ξ/L = 1/a gives

2J/L² = 2/a − 2(1 − e^(−a))/a² = 2(a − 1 + e^(−a))/a² = F(a),

which proves (1). A direct sum of the correlation over all pairs of points on a fine grid agrees with F to within 0.1 percent at each of the six lengths in the numerical output.

**4. How the variance falls**

Substituting u = Lt in (7) gives a form that shows the trend:

F(a) = 2 ∫₀¹ (1 − t) e^(−at) dt,
dF/da = −2 ∫₀¹ t(1 − t) e^(−at) dt < 0.

The integrand t(1 − t)e^(−at) is positive between the end points, so F falls steadily with length. At a = 0 it equals 2 × ½ = 1.

For a short line, expand the exponential in (1) through fourth order:

a − 1 + e^(−a) = a²/2 − a³/6 + a⁴/24 − …,
F(a) = 1 − a/3 + a²/12 − … .   (8)

When L ≪ ξ, the whole line is uniformly wide or uniformly narrow. There is nothing to average, and the relative standard deviation approaches ps, which is 7.5 percent in the example. This explains the weak fall between 25 nm and 100 nm: these lengths are ξ/4 and ξ, and F decreases only from 0.92 to 0.74. If the contacts are equipotentials covering the whole cross-section, the unperturbed current is uniform and (5) remains the first-order change at any length, even for L comparable with the width. Contacts that do not cover the cross-section distort the current over a distance of order the width, and the plateau then also requires L to be much greater than the width; the 25 nm entry would not meet that condition.

For a long line, write (1) as

F(a) = (2/a) [1 − g(a)],
g(a) = (1 − e^(−a))/a = ∫₀¹ e^(−at) dt.   (9)

The integral form shows that g decreases from 1 to 0 as a grows. Consequently aF rises from 0 to 2, and the long-line law 2/a lies above F at every finite length. The quantity g is the fraction by which F falls short of that law. For a ≫ 1 the exponential is negligible and

F(a) ≈ (2/a)(1 − 1/a).   (10)

Letting a → ∞ in the bracket gives F → 2/a = 2ξ/L, and (1) becomes (2).

The shortfall has a simple origin. The long-line law gives every point correlated neighbours on both sides out to a distance of several ξ. Points near an end have neighbours on one side only, so the law counts too many correlated pairs. The excess comes from two end regions, each of length of order ξ, and its share of the total therefore falls as ξ/L.

The local power of the fall follows from ln F = ln 2 − ln a + ln(1 − g). Differentiating the first form of g in (9) gives a dg/da = e^(−a) − g, hence

d ln F/d ln a = −1 + (g − e^(−a))/(1 − g).   (11)

For a ≫ 1 this is −1 + 1/(a − 1). At L = 10ξ the power is −0.89, and at L = 100ξ it is −0.99. A straight line fitted to measured variances on logarithmic axes thus yields a power weaker than −1 if the data include lengths of a few ξ, even when the model holds.

The opening ratio can now be read off. At 1000 nm the shortfall is 10 percent, and at 10000 nm it is 1 percent. The ratio of the standard deviations is √(10 × 0.90/0.99) = 3.0.

**5. Independent segments, and a part that does not average out**

Equation (2) can be written as

Var R/⟨R⟩² → p² s²/N, N = L/(2ξ).   (12)

A long line has the variance of an average over N independent segments of length 2ξ. The factor 2 comes from correlation on both sides of a point: the area under e^(−|u|/ξ) from −∞ to ∞ is 2ξ. These segments are a way of counting; the width has no actual boundaries between them.

The same reasoning covers other correlation functions. If exp(−|u|/ξ) is replaced by c(u), with c(0) = 1, then (6) and (7) give

Var R/R0² = (2p²s²/L) ∫₀ᴸ (1 − u/L) c(u) du.

If c is absolutely integrable, the factor 1 − u/L tends to 1 wherever c contributes, and the variance tends to (2p²s²/L) ∫₀^∞ c(u) du. When this integral is positive, the inverse-length law holds and the integral takes the place of ξ.

The law fails if part of the fluctuation persists along the whole line. Suppose that a line also has a uniform relative width offset η, constant along it but varying from line to line, with zero mean and variance s_η², and independent of ε. Then ε̄ in (5) is replaced by ε̄ + η, and independence removes the cross term:

Var R/⟨R⟩² = p² [s² F(L/ξ) + s_η²].   (13)

The second term does not fall with length. In the long-line regime the two terms are equal at L = 2ξs²/s_η². Making the line longer than that lowers the relative standard deviation by at most a further factor of √2. Line-to-line variation in patterning or height can produce such a floor, so a measured plateau at large L is no evidence against (2) for the roughness part.

**6. Sensitivity with a size effect**

In narrow lines the resistivity may rise as the width falls. A simple model is

ρ(w) = ρb (1 + λ/w),
r(w) = ρ(w)/(h w) = ρb (w + λ)/(h w²),

where ρb is the wide-line resistivity and λ is a length that sets the strength of the size effect. Taking the logarithm and differentiating,

ln r = ln(w + λ) − 2 ln w + constant,
d ln r/d ln w = w/(w + λ) − 2.

Changing the sign at w = w0 gives

p = 2 − w0/(w0 + λ) = (w0 + 2λ)/(w0 + λ).   (14)

For λ ≪ w0 this is 1, from the cross-section alone. For λ ≫ w0 it approaches 2, because a narrow piece then has both a smaller cross-section and a proportionally higher resistivity. In this model the size effect can therefore raise the relative variance by up to a factor of 4, without changing its dependence on length.

**7. Worked line**

The parameters are round model values: w0 = 20 nm, h = 40 nm, s = 1/20 = 0.05, ξ = 100 nm, ρb = 20 Ω nm, λ = 20 nm and L = 2000 nm. At the mean width the resistivity is 20 × (1 + 1) = 40 Ω nm, so

r0 = 40/(40 × 20) = 0.05 Ω/nm,
R0 = 2000 × 0.05 = 100 Ω.

The sensitivity is p = (20 + 40)/(20 + 20) = 1.5. The length ratio is a = 20, for which e^(−a) is negligible:

F = 2 × 19/400 = 0.095.

The relative variance and standard deviation are

1.5² × 0.05² × 0.095 = 5.34 × 10⁻⁴,
√(5.34 × 10⁻⁴) = 0.0231.

The resistance is thus scattered by 2.3 percent, or 2.3 Ω. The long-line law replaces 0.095 by 2ξ/L = 0.100. It gives a variance of 5.63 × 10⁻⁴, about 5 percent above the value from (1), and a standard deviation of 2.37 percent. The line counts as N = 10 independent segments. With p = 1 in place of 1.5, the scatter would be 1.54 percent, so the size effect accounts for a factor of 1.5 in the standard deviation.

**8. Beyond small fluctuations**

The quadratic term in (4) shifts the mean resistance. For the model of section 6, r is proportional to w⁻¹ + λw⁻², and

w² r″/2 ∝ w⁻¹ + 3λw⁻²,
q = (w0 + 3λ)/(w0 + λ).

In the example q = 80/40 = 2, and the relative shift is qs² = 2 × 0.0025 = 0.5 percent. It is positive because a piece narrower than the mean adds more resistance than a piece wider by the same amount removes. This is the value in the series model. Equation (3) treats every cross-section as an equipotential, which can only lower the calculated resistance, so current crowding adds to the shift. The addition is not negligible. An edge ripple of wavelength Λ contributes to the geometric part of the shift with the factor (2πw0/Λ) coth(2πw0/Λ) in place of 1, and for the exponential correlation the sum over wavelengths grows logarithmically as shorter roughness is admitted. For independent edges that are smooth below a scale between 8 nm and 0.5 nm, a two-dimensional solution of the current flow adds roughly 0.03 to 0.1 percentage points to the 0.5 percent. The shift is the same for every length: stationarity makes ⟨R⟩ = L⟨r⟩. The random scatter falls with length and the shift does not. By (2), they are equal when ps√(2ξ/L) = qs², that is, at

L = 2ξp²/(q²s²) = 200 × 2.25/(4 × 0.0025) nm = 45 µm.

This is the series-model value; the crowding addition above brings it down to roughly 30 to 40 µm. For longer lines of this kind, the systematic increase is the larger effect of roughness on the resistance.

Beyond the leading order, the variance contains products of the linear and quadratic parts of (4), with third moments such as ⟨ε(x)ε(x′)²⟩. Terms with fourth moments, and the change of ⟨R⟩² in the denominator, add corrections of relative order s². If the third moments are of order s³, as is usual for a width distribution with a skewness of order one, the relative correction to (1) is of order s. If they are only of order s⁴, as for the log-normal width used below, the relative correction is of order s².

A strictly Gaussian width cannot be used for an exact average. It has a finite probability density at w = 0, where 1/w diverges, so the mean of 1/w does not exist. A log-normal width stays positive, has a skewness of order s, and can be given an exactly exponential correlation. With this width and the full nonlinear r(w), the scatter at 2000 nm is 2.315 percent, against 2.312 percent from (1). At all six lengths the variances differ by less than 1 percent of the value from (1), and halving s reduces the relative difference about fourfold, as a correction of order s² should. The full mean shift is 0.501 percent.

**9. A case that holds at large amplitude**

Let ε switch at random between +s and −s, with s < 1, equal probabilities and a switching rate k per unit length. Over a distance u, the product ε(x)ε(x+u) equals s² after an even number n of switches and −s² after an odd number. The number of switches is Poisson distributed with mean ku, so

⟨ε(x)ε(x+u)⟩ = s² Σₙ (−1)ⁿ e^(−ku)(ku)ⁿ/n! = s² e^(−2ku).

The choice k = 1/(2ξ) gives the required exponential correlation. Now take p = 1 with constant resistivity. Since ε² = s² at every point,

1/(1 + ε) = (1 − ε)/(1 − ε²) = (1 − ε)/(1 − s²).

The reciprocal width is linear in ε without approximation. Equation (3) then gives

R = R0 (1 − ε̄)/(1 − s²), ⟨R⟩ = R0/(1 − s²),
Var R/⟨R⟩² = ⟨ε̄²⟩ = s² F(L/ξ).

Within the series model, this holds for every s < 1. Real abrupt steps would add the spreading resistance that (3) omits, so the case examines the averaging and not the series assumption.

It also permits a check that makes no use of the correlation function. The average of exp(zR/⟨R⟩) can be propagated along the line from the switching rates alone, and the second derivative of its logarithm at z = 0 is the relative variance. For s = 0.4 and L = 2000 nm this yields 0.0152, and the formula gives 0.16 × 0.095 = 0.0152. The same calculation, on a grid of lengths from 1 nm to 100 µm, confirms the steady fall, the bound F < 2ξ/L and both limits.

**10. Notes for implementation**

Use (1) at all lengths; it costs no more than (2). If (2) is preferred, its variance is too high by the fraction g/(1 − g) of the value from (1), which is about ξ/L for long lines. An error of at most about 5 percent in the variance thus requires L ≥ 20ξ.

At small a, the numerator of (1) is a small difference of larger numbers. Evaluate e^(−a) − 1 with a dedicated function, and for a below about 3 × 10⁻⁴, where it becomes the more accurate form in double precision, use the series (8). The first omitted term there is −a³/60.

Long lines determine only the product p²s²ξ, and only if width roughness is the sole random source: grain structure or height roughness with a short correlation length also gives a variance falling as 1/L, which adds to (2). Including lengths comparable with ξ separates ps from ξ, and s then follows if p is known. A width profile measured over many correlation lengths gives estimates of both s and ξ. A profile taken over a window of length W has its own bias if the window's mean width is subtracted. With ε̄ now the average over the window, the expected variance about it is

⟨(1/W) ∫₀ᵂ (ε − ε̄)² dx⟩ = ⟨ε²⟩ − ⟨ε̄²⟩ = s² [1 − F(W/ξ)].   (15)

For W = 10ξ, F = 0.18, and the measured variance is 18 percent below s². Dividing by 1 − F(W/ξ) corrects this when ξ is known. The missing part is the slow variation that the window has absorbed into its mean, and this is the part that survives averaging along a line and appears in its resistance. Its removal also tends to make the correlation length read from such a profile too short.

Numbers as computed

```
mean width w0 = 20 nm, height = 40 nm
rms width fluctuation = 1.0 nm, s = 0.050
correlation length xi = 100 nm
rho_b = 20 ohm nm, size-effect length lam = 20 nm
resistivity at w0 = 40.0 ohm nm
sensitivity p = 1.500
Averaging factor (dimensionless)
L/nm   L/xi    F        2xi/L    shortfall  dlnF/dlnL
   25    0.25  0.92163  8.00000  0.8848     -0.080
  100    1.00  0.73576  2.00000  0.6321     -0.282
  400    4.00  0.37729  0.50000  0.2454     -0.699
 1000   10.00  0.18000  0.20000  0.1000     -0.889
 2000   20.00  0.09500  0.10000  0.0500     -0.947
10000  100.00  0.01980  0.02000  0.0100     -0.990
Relative standard deviation of R in percent
L/nm   formula  long-line law  full nonlinear
   25  7.2001   21.2132         7.2135
  100  6.4332   10.6066         6.4441
  400  4.6068   5.3033         4.6136
 1000  3.1820   3.3541         3.1865
 2000  2.3117   2.3717         2.3149
10000  1.0553   1.0607         1.0568
Example line: L = 2000 nm, R0 = 100.00 ohm
relative variance, formula = 5.3438e-04
relative variance, long-line law = 5.6250e-04
standard deviation p*s*sqrt(F)*R0 = 2.312 ohm
relative std with p = 1: 1.5411 percent
effective segments L/(2 xi) = 10.0
mean shift, second order = 0.5000 percent
mean shift, full nonlinear = 0.5009 percent
switching line, s = 0.4, L = 2000 nm: variance = 0.015200
formula for the same line: variance = 0.015200
```
